# Spin Stiffness, Pauli Susceptibility and the Exchange-Only Stoner Instability

## Result and conventions

Let $e(n,\zeta)$ be the ground-state energy per electron of a uniform electron gas with density $n=n_\uparrow+n_\downarrow$ and relative polarization $\zeta=(n_\uparrow-n_\downarrow)/n$. The spin stiffness is the curvature of this energy at zero polarization, and it fixes the spin susceptibility:

$$
\alpha=\left.\frac{\partial^2 e}{\partial\zeta^2}\right|_{\zeta=0},\qquad
\chi=\frac{\mu_0\mu_B^2 n}{\alpha},\qquad
\frac{\chi}{\chi_P}=\frac{\alpha_s}{\alpha}.
\tag{1}
$$

Here $\alpha_s$ and $\chi_P$ are the stiffness and the Pauli susceptibility of noninteracting electrons at the same density. With exchange included and correlation left out,

$$
\frac{\chi_P}{\chi}=1-\frac{1}{\pi k_F}=1-\frac{r_s}{r_s^{S}},\qquad
r_s^{S}=\pi\left(\frac{9\pi}{4}\right)^{1/3}\approx 6.03 .
\tag{2}
$$

At $r_s^S$ the stiffness vanishes and the unpolarized gas loses its stability against uniform polarization. This is the exchange-only Stoner instability. It is not the density at which the polarized gas first has the lower energy; that crossing comes earlier, at $r_s\approx5.45$.

The gas is three-dimensional, at zero temperature, and neutralized by a rigid uniform background. Hartree atomic units are used unless SI units are named, so lengths are in bohr and energies in hartree. The density parameter $r_s$ and the Fermi wavevector $k_F$ of the unpolarized gas are defined by

$$
n=\frac{3}{4\pi r_s^3}=\frac{k_F^3}{3\pi^2},\qquad
k_F=\left(\frac{9\pi}{4}\right)^{1/3}\frac1{r_s}.
\tag{3}
$$

The label $\uparrow$ means that the magnetic moment points along the field. The electron $g$-factor is taken as 2, and the orbital (diamagnetic) response is left out.

## From stiffness to susceptibility

In a field $B$ an electron with moment along the field has energy $-b$, and one with opposite moment has energy $+b$, where $b=\mu_B B$. The magnetic energy per electron is therefore $-b(n_\uparrow-n_\downarrow)/n=-b\zeta$. The polarization minimizes $e(n,\zeta)-b\zeta$, which requires

$$
\frac{\partial e}{\partial\zeta}=b .
\tag{4}
$$

Without a field, exchanging the two spin labels leaves the energy unchanged, so $e$ is even in $\zeta$. For a smooth energy, $\partial e/\partial\zeta=\alpha\zeta+O(\zeta^3)$. If $\alpha>0$, equation (4) gives $\zeta=b/\alpha$ to first order in the field. The magnetization is

$$
M=\mu_B n\zeta=\frac{\mu_B^2 n}{\alpha}B ,
\tag{5}
$$

and $\chi=\mu_0M/B$ is the susceptibility in (1). Since $n$ is the same for the free and the interacting gas, the ratio in (1) follows at once.

The density was held fixed. At fixed chemical potential the density could change with the field, but reversing the field merely exchanges the spin labels, so the change is even in $B$ and starts at order $B^2$. It does not affect the linear response.

Equation (1) also constrains density functionals. Write $\alpha=\alpha_s+\alpha_{xc}$, where $\alpha_{xc}$ is the curvature of the exchange-correlation energy per electron. Then

$$
\alpha_{xc}=\alpha_s\left(\frac{\chi_P}{\chi}-1\right).
\tag{6}
$$

A spin-density functional that is to reproduce the uniform gas must have this curvature, with $\chi$ the susceptibility of the interacting gas.

## The noninteracting stiffness

Each spin fills a sphere of radius $k_\sigma$ in momentum space. Counting states gives $n_\sigma=k_\sigma^3/(6\pi^2)$. Since $n_{\uparrow,\downarrow}=n(1\pm\zeta)/2$, comparison with (3) yields

$$
k_{\uparrow,\downarrow}=k_F(1\pm\zeta)^{1/3}.
\tag{7}
$$

The kinetic energy per volume of one spin is

$$
\int_{k<k_\sigma}\frac{d^3k}{(2\pi)^3}\frac{k^2}{2}
=\frac{1}{4\pi^2}\int_0^{k_\sigma}k^4\,dk=\frac{k_\sigma^5}{20\pi^2}.
\tag{8}
$$

Adding the spins and dividing by $n=k_F^3/(3\pi^2)$ gives the kinetic energy per electron,

$$
t(\zeta)=\frac{3k_F^2}{20}\left[(1+\zeta)^{5/3}+(1-\zeta)^{5/3}\right].
\tag{9}
$$

At $\zeta=0$ each term in the bracket has second derivative $\frac53\cdot\frac23=\frac{10}{9}$. Hence

$$
\alpha_s=\frac{3k_F^2}{20}\cdot\frac{20}{9}=\frac{k_F^2}{3},\qquad
\chi_P=\mu_0\mu_B^2\,\frac{3n}{k_F^2}=\mu_0\mu_B^2\,\frac{k_F}{\pi^2}.
\tag{10}
$$

The factor $k_F/\pi^2$ is the free-electron density of states per volume at the Fermi energy, both spins included.

## Exchange energy of one spin

Exchange-only theory evaluates the Coulomb energy in the Slater determinant of the filled spheres. The direct term cancels against the background. The exchange term pairs two orbitals $i$ and $j$ and contains the overlap of their spin functions, which vanishes for opposite spins. Summing over the occupied orbitals leaves

$$
E_x=-\frac12\sum_\sigma\iint d^3r\,d^3r'\,
\frac{|\rho_\sigma(\mathbf r-\mathbf r')|^2}{|\mathbf r-\mathbf r'|},
\tag{11}
$$

where $\rho_\sigma$ is the one-particle density matrix of spin $\sigma$. With $x=k_\sigma r$, the angular integral over $\mathbf k$ gives

$$
\rho_\sigma(r)=\frac1{2\pi^2}\int_0^{k_\sigma}k^2\,\frac{\sin kr}{kr}\,dk
=\frac{\sin x-x\cos x}{2\pi^2r^3}
=\frac{k_\sigma^3}{2\pi^2}\,\frac{j_1(x)}{x},
\tag{12}
$$

with $j_1(x)=\sin x/x^2-\cos x/x$. The exchange energy per volume of one spin is then

$$
w_{x\sigma}=-\frac12\int_0^\infty4\pi r^2\,\frac{\rho_\sigma^2}{r}\,dr
=-\frac{k_\sigma^4}{2\pi^3}\int_0^\infty\frac{j_1^2(x)}{x}\,dx .
\tag{13}
$$

The power of $k_\sigma$ arises from $k_\sigma^6$ in $\rho_\sigma^2$ and from $r\,dr=x\,dx/k_\sigma^2$.

To find the remaining integral, let $j_0=\sin x/x$. Direct differentiation gives $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$. Therefore

$$
\frac{d}{dx}\left(j_0^2+j_1^2\right)
=-2j_0j_1+2j_1j_0-\frac{4j_1^2}{x}=-\frac{4j_1^2}{x}.
\tag{14}
$$

At $x=0$ one has $j_0=1$ and $j_1=0$, and both functions vanish at infinity. The integral in (13) is thus $1/4$, and

$$
w_{x\sigma}=-\frac{k_\sigma^4}{8\pi^3}.
\tag{15}
$$

For the unpolarized gas, two spins with $k_\sigma=k_F$ give $-k_F^4/(4\pi^3)$ per volume. Division by $n$ gives $-3k_F/(4\pi)$ per electron.

## Spin scaling and the exchange stiffness

Equation (11) is a sum of one contribution from each spin. In the noninteracting ground state the orbitals of spin $\sigma$ are determined by $n_\sigma$, so the exchange energy has the form $X[n_\uparrow]+X[n_\downarrow]$. An unpolarized system of total density $N$ has $E_x[N]=2X[N/2]$. Setting $N=2n_\sigma$ gives $X[n_\sigma]=\frac12E_x[2n_\sigma]$, and hence the spin-scaling relation

$$
E_x[n_\uparrow,n_\downarrow]=\tfrac12E_x[2n_\uparrow]+\tfrac12E_x[2n_\downarrow].
\tag{16}
$$

The functionals on the right are those of unpolarized systems. The noninteracting kinetic energy obeys the same relation for the same reason. Correlation does not, because it also couples opposite spins.

For the unpolarized uniform gas the exchange energy per volume is $-An^{4/3}$, with $An^{1/3}=3k_F/(4\pi)$. Inserting $2n_{\uparrow,\downarrow}=n(1\pm\zeta)$ in (16) and dividing by $n$ gives

$$
e_x(\zeta)=-\frac{3k_F}{8\pi}\left[(1+\zeta)^{4/3}+(1-\zeta)^{4/3}\right].
\tag{17}
$$

Each term in the bracket has second derivative $\frac43\cdot\frac13=\frac49$ at $\zeta=0$, so

$$
\alpha_x=-\frac{3k_F}{8\pi}\cdot\frac89=-\frac{k_F}{3\pi},\qquad
\alpha=\frac{k_F^2}{3}-\frac{k_F}{3\pi}.
\tag{18}
$$

Polarization costs kinetic energy and gains exchange energy. The cost scales as $k_F^2$ and the gain as $k_F$, so exchange gains weight as the density falls. Dividing $\alpha$ by $\alpha_s=k_F^2/3$ gives $\chi_P/\chi=1-1/(\pi k_F)$. The zero lies at $k_F=1/\pi\approx0.318$, which (3) converts to the $r_s^S$ of (2). As $r_s\to0$, the exchange-only ratio $\chi/\chi_P$ tends to 1, with leading correction $r_s/r_s^S$.

## Stoner form

The free density of states per spin and per electron at the Fermi energy is

$$
N_F=\frac1n\,\frac{dn_\sigma/dk}{d(k^2/2)/dk}\bigg|_{k_F}
=\frac{1}{n}\,\frac{k_F}{2\pi^2}=\frac{3}{2k_F^2}.
\tag{19}
$$

Thus $\alpha_s=1/(2N_F)$. Defining the Stoner parameter as $I=-2\alpha_x=2k_F/(3\pi)$ turns (18) into

$$
\frac{\chi_P}{\chi}=1+\frac{\alpha_x}{\alpha_s}=1-IN_F,\qquad
IN_F=\frac1{\pi k_F}.
\tag{20}
$$

The instability condition is $IN_F=1$.

The meaning of $I$ follows from the Fermi levels $\mu_\sigma$, the derivatives of the energy per volume with respect to $n_\sigma$. At fixed $n$, a change $d\zeta$ changes $n_{\uparrow,\downarrow}$ by $\pm n\,d\zeta/2$, and so

$$
\frac{\partial e}{\partial\zeta}=\frac{\mu_\uparrow-\mu_\downarrow}{2}.
\tag{21}
$$

The exchange part of $\mu_\uparrow-\mu_\downarrow$ is $2\alpha_x\zeta=-I\zeta$ for small $\zeta$. Exchange lowers the majority level relative to the minority level in proportion to the polarization, and this splitting adds to that of the applied field.

From (8) and (15), the Fermi levels are

$$
\mu_\sigma=\frac{k_\sigma^4/(4\pi^2)-k_\sigma^3/(2\pi^3)}{k_\sigma^2/(2\pi^2)}
=\frac{k_\sigma^2}{2}-\frac{k_\sigma}{\pi}.
\tag{22}
$$

## Which density of states enters

The density of states in (20) is that of free electrons. The Hartree-Fock band cannot supply it, as its slope at $k_F$ shows. The exchange part of the band energy in the unpolarized gas is

$$
\Sigma(k)=-\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\frac{4\pi}{|\mathbf k-\mathbf p|^2}
=-\frac1{\pi k}\int_0^{k_F}p\,\ln\left|\frac{k+p}{k-p}\right|dp .
\tag{23}
$$

An antiderivative of the last integrand is $kp+\frac12(p^2-k^2)\ln|(k+p)/(k-p)|$, as differentiation confirms. Therefore

$$
\Sigma(k)=-\frac{k_F}{\pi}-\frac{k_F^2-k^2}{2\pi k}
\ln\left|\frac{k+k_F}{k-k_F}\right| .
\tag{24}
$$

At $k=k_F$ this is $-k_F/\pi$, in agreement with (22). For $k=k_F(1\pm\delta)$ with small $\delta$, the second term is approximately $\pm(k_F\delta/\pi)\ln(2/\delta)$. The band slope across this interval is

$$
\frac{\Delta\varepsilon}{\Delta k}\approx k_F+\frac1\pi\ln\frac2\delta ,
\tag{25}
$$

which grows without limit as $\delta\to0$. The Hartree-Fock density of states, inversely proportional to the slope, vanishes at the Fermi level.

The susceptibility nevertheless stays finite, because polarization also changes the occupation that generates the band. By (23), enlarging the sphere changes $\Sigma(k)$ at the rate $-(k_F/\pi k)\ln|(k+k_F)/(k-k_F)|$, which at $k=k_F(1+y)$ with small $y$ is $-(1/\pi)\ln(2/|y|)$. Since (25) is a slope averaged over $|y|<\delta$, this rate must be averaged over the same interval; $\frac1\delta\int_0^\delta\ln(2/y)\,dy=\ln(2/\delta)+1$ gives $-(1/\pi)[\ln(2/\delta)+1]$. Adding it to (25) cancels the logarithm and leaves $k_F-1/\pi$, the finite derivative $d\mu_\sigma/dk_\sigma=k_\sigma-1/\pi$ of (22) at $k_\sigma=k_F$.

## A gas at $r_s=4$

Take a model gas with $r_s=4$. Equation (3) gives $k_F=0.4798$, and the two stiffnesses are

$$
\alpha_s=\frac{(0.4798)^2}{3}=0.0767,\qquad
\alpha_x=-\frac{0.4798}{3\pi}=-0.0509 .
$$

Their sum is $\alpha=0.0258$ hartree: exchange removes about two thirds of the kinetic stiffness. In Stoner form, $N_F=6.516$ per hartree and $I=0.1018$ hartree, so $IN_F=0.663$ and

$$
\frac{\chi}{\chi_P}=\frac1{1-0.663}=2.97 .
$$

A field with $b=1.0\times10^{-4}$ hartree, about 47 T (large, but still in the linear range, with the neglected cyclotron energy $2b$ about 0.2% of the Fermi energy), polarizes the free gas by $\zeta=b/\alpha_s=0.00130$ and the exchange-only gas by $\zeta=b/\alpha=0.00387$.

In SI units the density of states $k_F/\pi^2$ in (10) is divided by the cube of the Bohr radius and by the hartree energy. The result is $\chi_P=8.13\times10^{-6}$, a dimensionless volume susceptibility, and the exchange-only value is $\chi=2.42\times10^{-5}$.

## Instability and energy crossing

The stiffness describes small polarizations. The full curve follows from (21) and (22). With $u=(1+\zeta)^{1/3}$ and $v=(1-\zeta)^{1/3}$,

$$
\frac{\partial e}{\partial\zeta}
=\frac{k_F}{2}(u-v)\left[\frac{k_F}{2}(u+v)-\frac1\pi\right].
\tag{26}
$$

Consider $0<\zeta<1$; negative $\zeta$ follows by symmetry. Here $u-v>0$, while $u+v$ decreases from $2$ to $2^{1/3}$, because its derivative is $\frac13(u^{-2}-v^{-2})<0$. The bracket can therefore change sign at most once, from positive to negative. An interior stationary point is a maximum, so there is no partially polarized minimum. Three regimes follow.

- For $k_F\ge2^{2/3}/\pi$, that is $r_s\le r_s^S/2^{2/3}\approx3.80$, the energy rises all the way to $\zeta=1$. The unpolarized gas is the single minimum among uniformly polarized states.
- For $3.80<r_s<6.03$ the energy first rises and then falls. The unpolarized and the fully polarized gas are both local minima, separated by a barrier.
- For $r_s\ge6.03$ the energy falls from $\zeta=0$ onward, and the fully polarized gas is the minimum.

The two end points have equal energy when, from (9) and (17),

$$
\frac{3k_F^2}{10}\left(2^{2/3}-1\right)=\frac{3k_F}{4\pi}\left(2^{1/3}-1\right).
\tag{27}
$$

Since $2^{2/3}-1=(2^{1/3}-1)(2^{1/3}+1)$, this gives

$$
k_F=\frac{5}{2\pi(1+2^{1/3})},\qquad
r_s=\frac{2\pi}{5}\left(1+2^{1/3}\right)\left(\frac{9\pi}{4}\right)^{1/3}\approx5.45 .
\tag{28}
$$

Among uniformly polarized states, the exchange-only ground state thus jumps from $\zeta=0$ to $\zeta=1$ at $r_s\approx5.45$. Between 5.45 and 6.03 the unpolarized gas is metastable against uniform polarization, with a finite positive stiffness. The divergence of $\chi$ at 6.03 marks the end of this metastable range.

The barrier at the crossing follows from the zero of the bracket in (26), $s\equiv u+v=2/(\pi k_F)=2r_s/r_s^S=1.808$. Because $u^3+v^3=2$ and $s^3=u^3+v^3+3uvs$, one has $uv=(s^3-2)/(3s)=0.721$. Then $u^3v^3=1-\zeta^2$ gives $\zeta=0.791$. Inserting this in (9) and (17) places the top of the barrier $7.3\times10^{-4}$ hartree per electron above the two minima.

These statements compare uniform states with one common spin axis. A positive $\alpha$ does not establish stability against a spin density that varies in space. In periodic cells of a few thousand electrons, a spin-density wave with wavevector slightly below $2k_F$ lowers the Hartree-Fock energy of the unpolarized determinant already near $r_s\approx4$. The words minimum and metastable above therefore hold only within the uniform states.

## What correlation changes

Correlation adds its own curvature $\alpha_c$ to the stiffness, and (1) becomes

$$
\frac{\chi_P}{\chi}=1-\frac{r_s}{r_s^S}+\frac{3\alpha_c}{k_F^2}.
\tag{29}
$$

The values below use the Perdew-Wang local-spin-density parametrization of the correlation energy, with $\alpha_c$ obtained as a numerical second difference in $\zeta$. This parametrization is a fit, so the results carry its errors, and the last digits depend on the fit. The Vosko-Wilk-Nusair and Perdew-Zunger forms give $\chi/\chi_P=1.62$ and $1.51$ at $r_s=4$, and $1.98$ and $1.73$ at $r_s=6.03$, against $1.58$ and $1.87$ here. All three give a positive $\alpha_c$ and a finite susceptibility at these densities.

| $r_s$ | $\alpha_c$ (hartree) | $\chi_P/\chi$, exchange only | $\chi_P/\chi$, with correlation |
|---|---|---|---|
| 2 | 0.0311 | 0.668 | 0.770 |
| 4 | 0.0226 | 0.337 | 0.631 |
| 6.03 | 0.0181 | 0 | 0.536 |

At $r_s=4$ the correlation term is $3(0.0226)/(0.4798)^2=0.295$, which lowers the enhancement from 2.97 to 1.58. At $r_s^S$ the exchange-only susceptibility diverges, whereas the correlated one is 1.87 times the Pauli value.

The positive $\alpha_c$ means that polarizing the gas loses correlation energy. One interpretation, neither derived nor tested here, is that the determinant already keeps like spins apart but leaves opposite spins uncorrelated, so correlation has more to gain in the unpolarized gas. Exchange-only theory counts the gain from polarization without this loss. Within the parametrization used, the instability at $r_s\approx6.03$ is therefore a property of the exchange-only approximation and is absent from the correlated gas at that density.

Numerical values quoted here were computed with a short program.
